# The undamped zero-dipole pair function and its error on rocksalt

## Problem

An ionic crystal is built from point charges $q_j$ in a neutral periodic cell. Its Coulomb energy is to be computed from a sum over pairs closer than a cutoff $R_c$, with no damping function and no reciprocal-space part.

Around each ion $i$ draw a sphere of radius $R_c$. The sphere generally holds a net charge and a net dipole. Cancel both by charge placed on its surface.

1. Find the pair force on ion $i$, the pair potential that generates it, and the self term that the energy needs.
2. Find how the error of the resulting Madelung constant of rocksalt depends on $R_c$.
3. Evaluate the result for ions $\pm e$ with nearest-neighbour distance $d=0.28$ nm, a rough value for NaCl.

**Conventions.** Formulas are in Gaussian form, so that a charge $q$ has potential $q/r$. Energies are converted with $e^2/(4\pi\varepsilon_0 d)=5.1427$ eV. The reference is the infinite crystal with tin-foil boundary conditions, which means that the electrostatic potential has no macroscopic field and zero mean over the cell. The Madelung constant $M$ is defined by the energy $-Me^2/d$ per ion pair; Ewald summation gives $M=1.747565$, hence $-8.987$ eV.

## First estimate by scaling

Rocksalt has one ion per volume $d^3$. The net charge of a cut sphere comes from its outermost layer, of thickness about $d$, which holds about $4\pi(R_c/d)^2$ ions. If their signs are treated as random, the net charge is

$$
|Q|\sim\sqrt{4\pi}\,\frac{R_c}{d}\,e\approx3.5\,\frac{R_c}{d}\,e .
$$

Three truncations can now be compared.

- **Bare $1/r$.** The unbalanced charge sits at distance $R_c$ and shifts the central potential by $Q/R_c\sim3.5\,e/d$. This does not decay with $R_c$.
- **Charge cancelled on the surface.** Each excess ion is now paired with an opposite charge about $d$ away in radius. The error is $Qd/R_c^2$, or $3.5\,(d/R_c)$ in units of $e/d$.
- **Charge and dipole cancelled.** Suppose that the pair force, as well as the pair potential, then vanishes at $R_c$. With $R_c$ as the only length, the potential near the cutoff must scale as $(R_c-r)^2/R_c^3$. The error is $Qd^2/R_c^3$, or $3.5\,(d/R_c)^2$.

For $R_c=1.2$ nm, $R_c/d=4.29$, and the last estimate gives $3.5/18.4\approx0.19$ in $M$, about 1 eV per ion pair. The exponents and this number remain to be checked.

## Exact solution

### The pair force

Put ion $i$ at the origin and let $\mathbf r_j$ point from it to ion $j$. Define

$$
Q=\sum_{r_j<R_c}q_j,\qquad \mathbf D=\sum_{r_j<R_c}q_j\mathbf r_j ,
$$

where $Q$ includes $q_i$. A surface charge density that cancels both is

$$
\sigma(\mathbf n)=-\frac{1}{4\pi R_c^2}\left(Q+\frac{3\,\mathbf n\cdot\mathbf D}{R_c}\right),
$$

with $\mathbf n$ the outward unit vector. Its total charge is $-Q$, because $\mathbf n$ averages to zero. Its dipole follows from $\int n_an_b\,d\Omega=\tfrac{4\pi}{3}\delta_{ab}$:

$$
\int\sigma R_c\mathbf n\,R_c^2d\Omega=-\frac{1}{4\pi R_c^2}\,\frac{3}{R_c}\,R_c^3\,\frac{4\pi}{3}\,\mathbf D=-\mathbf D .
$$

A surface element at $R_c\mathbf n$ with charge $\sigma\,dA$ produces the field $-\sigma\,dA\,\mathbf n/R_c^2$ at the centre. Summing over the surface,

$$
\mathbf E_{\rm surf}=-\frac{1}{R_c^3}\int\sigma R_c\mathbf n\,dA=-\frac{(-\mathbf D)}{R_c^3}=\frac{\mathbf D}{R_c^3}.
$$

This used only the dipole of the surface charge. Any other distribution on the same sphere with that dipole gives the same central field. The choice that matters is to put the compensation at radius $R_c$.

The force on ion $i$ is therefore

$$
\mathbf F_i=q_i\left[-\sum_{j\ne i}\frac{q_j\mathbf r_j}{r_j^3}+\frac{1}{R_c^3}\sum_{j\neq i}q_j\mathbf r_j\right]
=-q_i\sum_{j\ne i}q_j\frac{\mathbf r_j}{r_j}\,f(r_j),
$$

$$
f(r)=\frac1{r^2}-\frac{r}{R_c^3}.
$$

The sums run over $r_j<R_c$. The force is central and depends only on distance, so the force of $i$ on $j$ is opposite to that of $j$ on $i$. It also vanishes at $R_c$, as the scaling estimate supposed.

### The pair potential

Let $f=-dv/dr$, and set $v(R_c)=0$ so that the energy does not jump when an ion crosses the cutoff. Then

$$
v(r)=\int_r^{R_c}\left(\frac1{s^2}-\frac{s}{R_c^3}\right)ds
=\frac1r-\frac1{R_c}-\frac{R_c^2-r^2}{2R_c^3}.
$$

Collecting the constants, $-1/R_c-1/(2R_c)=-3/(2R_c)$, gives

$$
\boxed{\,v(r)=\frac1r+\frac{r^2}{2R_c^3}-\frac{3}{2R_c}\quad(r<R_c),\qquad v=0\quad(r\ge R_c)\,}
$$

The second derivative just inside the cutoff is $2/R_c^3+1/R_c^3=3/R_c^3$, so $v\approx3(R_c-r)^2/(2R_c^3)$ there. Energy and force are continuous at the cutoff, but force constants jump.

The quadratic term could not have been found from the potential at the centre. Every surface element is at the same distance $R_c$, so the surface charge adds $-Q/R_c$ there, whatever its dipole. Dipole neutrality enters through the force.

### The self term

The force does not fix the constant belonging to ion $i$ itself. To find it, consider a ball of radius $R_c$ with unit charge spread uniformly. At $r<R_c$ the charge inside $r$ is $(r/R_c)^3$, and a shell at $s>r$ with charge $3s^2ds/R_c^3$ contributes its charge divided by $s$. The potential is

$$
b(r)=\frac{r^2}{R_c^3}+\int_r^{R_c}\frac{3s}{R_c^3}\,ds
=\frac{r^2}{R_c^3}+\frac{3(R_c^2-r^2)}{2R_c^3}
=\frac{3}{2R_c}-\frac{r^2}{2R_c^3}.
$$

Outside, $b=1/r$. Hence $v=1/r-b$ at every distance: $v$ is the potential of a point charge neutralized by a uniform ball.

Insert $1/r=v+b$ into the potential at ion $i$ due to all other ions, then add and subtract the ion's own ball:

$$
\phi_i=\underbrace{\sum_{j\ne i}q_jv(r_{ij})-q_ib(0)}_{\phi_i^{\rm ZD}}+\underbrace{\sum_{{\rm all}\ j}q_jb(r_{ij})}_{B_i}.
$$

The last sum is the tin-foil potential of a crystal of overlapping charged balls. The splitting respects the zero-mean convention, because the sum with $v$ has a cell average proportional to the total cell charge, which is zero. Wide overlapping balls nearly cancel one another, so the zero-dipole method drops $B_i$. With $b(0)=3/(2R_c)$,

$$
E^{\rm ZD}=\frac12\sum_iq_i\left[\sum_{j\ne i}q_jv(r_{ij})-\frac{3q_i}{2R_c}\right].
$$

The constant in $v$ and the self term combine into $-3Q/(2R_c)$, with $Q$ the full charge of the sphere:

$$
\phi_i^{\rm ZD}=\sum_{j\ne i}\frac{q_j}{r_j}+\frac{1}{2R_c^3}\sum_jq_jr_j^2-\frac{3Q}{2R_c}.
$$

### The error on rocksalt

Set $d=e=1$. The charge at site $\mathbf n=(n_1,n_2,n_3)$ is $(-1)^{n_1+n_2+n_3}$, so the wave vectors of the charge density are $\mathbf G=\pi(h,k,l)$ with all three integers odd. Each has amplitude 1 for point charges. For balls it is multiplied by the transform of one ball. With $x=GR_c$,

$$
\frac{3}{4\pi R_c^3}\,\frac{4\pi}{G}\int_0^{R_c}s\sin(Gs)\,ds=\frac{3(\sin x-x\cos x)}{x^3}=\frac{3j_1(x)}{x},
$$

where $j_1$ is the spherical Bessel function. Poisson's equation multiplies each component by $4\pi/G^2$. At a cation $\phi=-M$ and $\phi^{\rm ZD}=-M_{\rm ZD}$, so $\phi=\phi^{\rm ZD}+B$ gives

$$
M_{\rm ZD}-M=\sum_{\mathbf G}\frac{4\pi}{G^2}\,\frac{3j_1(GR_c)}{GR_c}.
$$

This is the full error at any cutoff. To bound it, use $|\sin x-x\cos x|\le\sqrt{1+x^2}$, which gives $|3j_1/x|\le(3/x^2)\sqrt{1+1/x^2}$. The smallest wave vector has $G^2=3\pi^2$, and the square root is largest there. Thus

$$
|M_{\rm ZD}-M|\le\frac{12}{\pi^3R_c^2}\,S\,\sqrt{1+\frac{1}{3\pi^2R_c^2}},\qquad
S=\sum_{h,k,l\ \rm odd}\frac{1}{(h^2+k^2+l^2)^2}=1.482 .
$$

The sum converges, since the number of wave vectors grows as $G^2dG$ and the terms fall as $G^{-4}$. The leading bound is $0.574\,(d/R_c)^2$.

A typical error is smaller, because the terms oscillate. For large $x$, $j_1\approx-\cos x/x$. Let $g_N$ be the number of wave vectors with $h^2+k^2+l^2=N$. Then

$$
(M_{\rm ZD}-M)R_c^2\approx-\frac{12}{\pi^3}\sum_N\frac{g_N}{N^2}\cos(\pi\sqrt N R_c).
$$

Different $N$ give different frequencies, so cross products average to zero over a long range of cutoffs, while each squared cosine averages to one half:

$$
{\rm rms}\left[(M_{\rm ZD}-M)R_c^2\right]=\frac{12}{\pi^3}\sqrt{\frac12\sum_N\frac{g_N^2}{N^4}}=0.2506 .
$$

The first group, $g_3=8$, alone gives $(12/\pi^3)(8/9)/\sqrt2=0.243$.

The charge-neutral function $1/r-1/R_c$, with self potential $-q_i/R_c$, is handled in the same way. It describes a point charge neutralized by a thin shell, whose transform is $j_0(x)=\sin x/x$. Its error has terms $4\pi\sin(GR_c)/(G^3R_c)$, and its rms is

$$
\frac{4}{\pi^2R_c}\sqrt{\frac12\sum_N\frac{g_N^2}{N^3}}=\frac{0.5065}{R_c}.
$$

### A sum by hand

Take $R_c=0.70$ nm, or $2.5\,d$. Six shells lie inside, at $r^2/d^2=1,\dots,6$, with charges $-6,+12,-8,+6,-24,+24$. In units of $e$ and $d$:

$$
Q=1-6+12-8+6-24+24=5,
$$

$$
\sum_{j\ne i}\frac{q_j}{r_j}=-6+\frac{12}{\sqrt2}-\frac{8}{\sqrt3}+\frac62-\frac{24}{\sqrt5}+\frac{24}{\sqrt6}=-0.0687,
$$

$$
\sum_jq_jr_j^2=-6+24-24+24-120+144=42 .
$$

The quadratic term is $42/(2\times2.5^3)=1.3440$, and the constant is $-3\times5/(2\times2.5)=-3$. Therefore

$$
\phi^{\rm ZD}=-0.0687+1.3440-3=-1.7247,\qquad M_{\rm ZD}=1.7247,
$$

which is 1.3% below $M$. The bare sum gives 0.069 and the charge-neutral function 2.069. Leaving out the self part, $-0.6$, would lower $M_{\rm ZD}$ to 1.125, so it cannot be neglected.

At $R_c=d$ the six neighbours lie on the surface, where $v=0$. The self term alone then gives $M_{\rm ZD}=3/2$. That this is within 15% of $M$ is no sign of accuracy: with no neighbour inside the sphere the result is $3d/(2R_c)$, which depends only on the chosen cutoff.

## Comparison

### Exponents and prefactors

| $R_c$ (nm) | $M$, charge-neutral | $M$, zero-dipole | zero-dipole energy error (eV/pair) |
|---|---|---|---|
| 0.7 | 2.069 | 1.725 | +0.118 |
| 0.9 | 1.659 | 1.744 | +0.019 |
| 1.2 | 1.681 | 1.750 | −0.010 |
| 1.5 | 1.577 | 1.753 | −0.028 |
| 2.0 | 1.783 | 1.745 | +0.013 |

The scaling exponents of the charge-neutral and zero-dipole errors are confirmed. For $R_c/d$ from 8 to 20 and from 20 to 39.9, the rms zero-dipole error times $(R_c/d)^2$ is 0.249 and 0.251. The charge-neutral error times $R_c/d$ is 0.503 and 0.505. The bare error has rms 5.9 and 6.5 in the two ranges. It does not decay, and it even grows slowly, reaching about 7.8 for $R_c/d$ from 150 to 299.

The estimated prefactor of 3.5 is too small for the bare sum, about 7 times too large for the charge-neutral function and about 14 times too large for the zero-dipole function. The estimate took $d$ as the distance over which excess charge is balanced. In the exact series this length is replaced, apart from numerical factors, by $1/G$, which is at most $d/(\sqrt3\pi)=0.18\,d$. Mode by mode, the ratio of zero-dipole to charge-neutral amplitudes is $3/(GR_c)$, or $0.55\,d/R_c$ for the smallest $G$. The ratio of the two rms laws is $0.2506/0.5065=0.49$, times $d/R_c$.

At $R_c=1.2$ nm the scaling estimate was 1 eV. The rms law gives $0.2506\times(0.28/1.2)^2\times5.1427=0.07$ eV, the bound is 0.16 eV, and the actual error is $-0.010$ eV. This cutoff happens to lie near a zero of the oscillating error. The larger error at 1.5 nm shows that a modest increase of $R_c$ need not improve the energy. A single favourable cutoff is therefore no measure of accuracy; the rms law is a better guide for this lattice.

### The dipole condition in a distorted lattice

In perfect rocksalt each ion is an inversion centre. Then $\mathbf D=0$ and the field at every ion vanishes, so the forces in the perfect lattice do not test the dipole term. Shift all cations rigidly by $(0.08,0.05,0.03)\,d$, a length of 0.028 nm. The Ewald field at a cation is now 3.75 V/nm. At $R_c=1.2$ nm the bare truncated field is wrong by 1.16 V/nm, or 31% of the Ewald field. Adding $\mathbf D/R_c^3$ reduces the error to 0.010 V/nm, or 0.3%. Over cutoffs from $10d$ to $30d$, with the same shift, the rms errors are 1.04 and 0.015 V/nm. The zero-dipole error at 1.2 nm is thus smaller than the rms error at cutoffs more than twice as large. The figure of 0.3% is a favourable accident of that cutoff, not a typical accuracy, and so is the 31% of the bare sum. Over $R_c/d$ from 3.7 to 4.9 the rms errors are 4.3 V/nm for the bare field and 0.25 V/nm for the zero-dipole field, or about 114% and 7% of the Ewald field. They fall roughly as $1/R_c$ and $1/R_c^2$.

### Where the method fails

The transform of the pair function is

$$
\hat v(k)=\frac{4\pi}{k^2}\left[1-\frac{3j_1(kR_c)}{kR_c}\right].
$$

For small $x=kR_c$, the expansion $\sin x-x\cos x=x^3/3-x^5/30+\dots$ gives $3j_1/x=1-x^2/10+\dots$, and hence $\hat v\to4\pi R_c^2/10$. The Coulomb divergence $4\pi/k^2$ is lost. For charge patterns with wavelengths much longer than $2\pi R_c$, most of the Coulomb energy is therefore missing in this method. Widely separated charged layers are of this kind. For a long-wavelength longitudinal polarization wave, the macroscopic depolarizing field is what is lost, and the Coulomb restoring force changes sign. For a longitudinal displacement wave of the cations with $kR_c=0.2$ at $R_c=1.2$ nm, the Coulomb stiffness is $+4.19\,e^2/d^3$ by Ewald summation but $-2.06\,e^2/d^3$ with $v$, close to the transverse value $-2\pi/3$. The longitudinal-transverse splitting of long optical waves is therefore lost. Perfect rocksalt avoids this failure because its smallest wave vector, $\sqrt3\pi/d$, is much larger than $1/R_c$ at the cutoffs in the table. The error formula also assumes a neutral cell, so it does not cover a cell with a net defect charge.

### Relation to real rock salt

The distance 0.28 nm and the unit charges are rough values for NaCl, and 1.2 nm serves as the example cutoff. The energy $-8.99$ eV is the Coulomb part of a rigid point-ion model, not the lattice energy of the material. The largest omission is short-range repulsion. If it varies as $r^{-n}$, force balance at $d$ makes it $1/n$ of the Coulomb energy in magnitude; a rough $n=8$ gives $+1.12$ eV per pair. Rough inputs also give $-0.11$ eV for dispersion between neighbouring anions and $3k_BT=0.08$ eV for classical harmonic potential energy at 300 K. Anion polarization vanishes in the perfect lattice, where the site field is zero. In the shifted one it is about $-0.015$ eV per pair if the induced dipoles do not act on one another; their mutual field multiplies this by $1/(1-2\pi\alpha/3d^3)=1.40$, with $\alpha=0.003$ nm$^3$ a rough anion polarizability, which gives about $-0.021$ eV. The typical zero-dipole error at 1.2 nm, 0.07 eV, is thus far below the repulsion but comparable with the dispersion and thermal terms. A model meant to resolve those terms needs a smaller Coulomb error, which can come from a larger cutoff, a suitably damped pair function or a full Ewald sum. The numerical output below lists the rough inputs used here.

## Numbers as computed

```
Nearest distance d (rough, NaCl regime) = 0.28 nm
Coulomb unit e^2/(4 pi eps0 d) = 5.1427 eV
Madelung constant M, Ewald = 1.747564595
Madelung constant M, hyperbolic series = 1.747564595
Reference Coulomb energy = -8.9873 eV per ion pair
Hand example: Rc = 0.70 nm, Rc/d = 2.5000
  shell r^2/d^2 = 1: 6 ions, total charge -6 e
  shell r^2/d^2 = 2: 12 ions, total charge +12 e
  shell r^2/d^2 = 3: 8 ions, total charge -8 e
  shell r^2/d^2 = 4: 6 ions, total charge +6 e
  shell r^2/d^2 = 5: 24 ions, total charge -24 e
  shell r^2/d^2 = 6: 24 ions, total charge +24 e
  net charge Q with centre = +5 e
  sum q/r without centre = -0.06869 e/d
  sum q r^2 = +42 e d^2
  r^2 term in potential = 1.34400 e/d
  constant term with self part = -3.00000 e/d
  self part alone = -0.60000 e/d
Cutoff table: M bare, M charge-neutral, M ZD, ZD energy error
  Rc 0.7 nm: 0.06869, 2.06869, 1.72469, +0.1176 eV/pair
  Rc 0.9 nm: -1.76342, 1.65880, 1.74384, +0.0192 eV/pair
  Rc 1.2 nm: -1.35226, 1.68108, 1.74952, -0.0101 eV/pair
  Rc 1.5 nm: -2.71614, 1.57719, 1.75306, -0.0283 eV/pair
  Rc 2.0 nm: 4.16262, 1.78262, 1.74510, +0.0127 eV/pair
Sum of (h^2+k^2+l^2)^-2 over odd hkl = 1.48214
Leading bound on |M_ZD - M| (Rc/d)^2 = 0.5736
Largest value found, Rc/d from 1 to 39.9 = 0.4619
Energy error bound at 1.2 nm = 0.1608 eV/pair
Predicted rms: ZD error*(Rc/d)^2 = 0.2506
Predicted rms: charge-neutral error*(Rc/d) = 0.5065
  Rc/d 8-20: bare rms 5.907, neutral*(Rc/d) 0.5034, ZD*(Rc/d)^2 0.2491
  Rc/d 20-39.9: bare rms 6.480, neutral*(Rc/d) 0.5048, ZD*(Rc/d)^2 0.2513
Cation shift u/d = 0.08, 0.05, 0.03; length 0.0277 nm
Ewald field at shifted cation = 3.7508 V/nm
Bare field error at 1.2 nm = 1.1553 V/nm
ZD field error at 1.2 nm = 0.0101 V/nm
Bare field rms error, Rc/d 10-30 = 1.0379 V/nm
ZD field rms error, Rc/d 10-30 = 0.01546 V/nm
Rough inputs: Born exponent 8, anion polarizability 0.003 nm^3,
  London energy 10 eV, temperature 300 K
Neglected Born repulsion = 1.123 eV/pair
Neglected anion-anion dispersion = -0.105 eV/pair
Neglected thermal potential energy = 0.078 eV/pair
Neglected anion polarization, shifted lattice = -0.0147 eV/pair
```
